# Fourier's law from random energy sharing in the Kipnis-Marchioro-Presutti chain

## What symmetry fixes before any calculation

A row of sites has spacing $a$, and site $i$ holds an energy $x_i\ge 0$. Each pair of neighbours shares its energy at random moments, at a constant rate $\gamma$. At such a moment, called a ring of the bond, the pair energy $s=x_i+x_{i+1}$ is divided as

$$x_i'=p\,s,\qquad x_{i+1}'=(1-p)\,s, \tag{1}$$

where $p$ is drawn afresh, uniformly on $[0,1]$, independently of the energies. This is the Kipnis-Marchioro-Presutti model.

Let $e_i=\langle x_i\rangle$ be the mean over an ensemble of chains, and let $J_{i,i+1}$ be the mean energy per unit time passing from $i$ to $i+1$. Suppose that this current depends on the ensemble through $e_i$ and $e_{i+1}$ alone. Its form then follows.

- Mixing two ensembles with weights $w$ and $1-w$ mixes their means and their currents with the same weights. The current is therefore a linear function of the means plus a constant.
- Multiplying every energy by a factor leaves rule (1) and the rate unchanged, so the current is multiplied by the same factor. The constant vanishes.
- Reflection exchanges the two sites and reverses the current, so the two coefficients are opposite.
- The only rate in the rule is $\gamma$.

Hence $J_{i,i+1}=c\,\gamma\,(e_i-e_{i+1})$ with a pure number $c$. What remains is to prove the supposition, find $c$, and see what the ends of the chain do.

The algebra is in atomic units, and temperature enters as the energy $\theta=k_BT$. Numbers are in eV, Å and ps. Currents are positive to the right.

## Two isolated sites

In a short time $dt$ the bond rings with probability $\gamma\,dt$, whatever the energies are. Since $\langle p\rangle=1/2$ and $p$ is independent of $s$, the mean of $x_1$ after a ring is $\langle p\,s\rangle=(e_1+e_2)/2$. Therefore

$$e_1(t+dt)=(1-\gamma\,dt)\,e_1+\gamma\,dt\,\frac{e_1+e_2}{2}.$$

Subtracting $e_1$ and dividing by $dt$ gives

$$\frac{de_1}{dt}=-\frac{\gamma}{2}(e_1-e_2),\qquad J_{12}=\frac{\gamma}{2}(e_1-e_2). \tag{2}$$

So $c=1/2$. No second moment or correlation has appeared, and nothing was assumed about the distribution except that its mean is finite.

**Check on a limit.** Energy conservation gives $de_2/dt=-de_1/dt$, so the difference obeys $d(e_1-e_2)/dt=-\gamma(e_1-e_2)$ and decays as $e^{-\gamma t}$. This can be found another way. One ring makes the two means equal, and later rings keep them equal. The difference survives only in those members of the ensemble where the bond has not yet rung, and their fraction is $e^{-\gamma t}$.

**Where closure fails.** Random sharing is not sufficient by itself; the constant rate matters. Let the rate instead be $\gamma s/(2\bar e)$, with $\bar e$ a fixed energy. The mean change of $x_1$ in a ring is $s/2-x_1=(x_2-x_1)/2$, so

$$\frac{de_1}{dt}=\left\langle\frac{\gamma(x_1+x_2)}{2\bar e}\,\frac{x_2-x_1}{2}\right\rangle=\frac{\gamma}{4\bar e}\left(\langle x_2^2\rangle-\langle x_1^2\rangle\right).$$

Second moments now drive the means. Take $\gamma=1$ /ps and $\bar e=0.025$ eV, and compare two ensembles in which both sites have mean $\bar e$. If both energies are sharp, the drift is zero. If $x_1$ is $0$ or $2\bar e$ with equal chance while $x_2=\bar e$, then $\langle x_1^2\rangle=2\bar e^2$ and the drift is $-\gamma\bar e/4=-0.00625$ eV/ps. Equal means have different futures, so no closed equation for the means exists with this rate.

## What temperature means here

Of the distribution of $p$, equation (2) used only the mean $\langle p\rangle=1/2$. The uniform distribution of $p$ has a different task: it selects the equilibrium state.

Let $x$ and $y$ be independent with the thermal density $e^{-x/\theta}/\theta$, which is the Boltzmann law for a constant density of states. Their sum has density

$$f(s)=\int_0^s\frac{e^{-x/\theta}}{\theta}\,\frac{e^{-(s-x)/\theta}}{\theta}\,dx=\frac{s\,e^{-s/\theta}}{\theta^2}.$$

After the ring, $x'=ps$ and $y'=(1-p)s$. The Jacobian of this map is

$$\left|\frac{\partial(x',y')}{\partial(s,p)}\right|=\left|p\,(-s)-s\,(1-p)\right|=s.$$

The density of $p$ is 1, so the joint density of the new energies is

$$\frac{f(s)}{s}=\frac{e^{-(x'+y')/\theta}}{\theta^2},$$

the product of the same two exponentials. A ring leaves equilibrium unchanged. The mean energy is $\theta=k_BT$, so the heat capacity is $k_B$ per site.

The same calculation read backwards shows that, for two independent exponentials, the ratio $x/(x+y)$ is uniform. After a ring this ratio is $p$, so no other distribution of $p$ preserves this equilibrium.

**Check with another sharing law.** Consider the average of $\exp[-(x+2y)/\theta]$. Before a ring it is $\frac12\cdot\frac13=\frac16$. After a ring, at fixed $p$, the exponent is $-(2-p)s/\theta$, and averaging over $s$ gives

$$\int_0^\infty\frac{s}{\theta^2}\,e^{-(3-p)s/\theta}\,ds=\frac{1}{(3-p)^2}.$$

For uniform $p$ the remaining integral is $\frac12-\frac13=\frac16$, as required. For the density $6p(1-p)$, which also has mean $1/2$, numerical integration gives 0.16395 instead of 0.16667. That law has the same mean-energy equations but a different equilibrium.

## The chain between two baths

Now take $N$ sites. Each of the $N-1$ bonds has its own independent clock of rate $\gamma$. At rate $\lambda$, the energy of site 1 is replaced by a fresh exponential draw of mean $\theta_L$, and that of site $N$ by one of mean $\theta_R$. If $\theta_L=\theta_R$, these replacements also preserve the equilibrium just found.

Two clocks ring in the same interval $dt$ with probability of order $dt^2$, so the contributions of the clocks add. For an interior site,

$$\frac{de_i}{dt}=J_{i-1,i}-J_{i,i+1}=\frac{\gamma}{2}\left(e_{i-1}-2e_i+e_{i+1}\right). \tag{3}$$

A replacement at the left end changes the mean by $\theta_L-e_1$, so

$$\frac{de_1}{dt}=\lambda(\theta_L-e_1)-\frac{\gamma}{2}(e_1-e_2), \tag{4}$$

$$\frac{de_N}{dt}=\frac{\gamma}{2}(e_{N-1}-e_N)-\lambda(e_N-\theta_R). \tag{5}$$

These are $N$ linear equations for $N$ means, exact for any initial distribution with finite means.

**Do all initial states reach one steady state?** Let $v_i$ be the difference between two solutions. The bath terms $\lambda\theta_L$ and $\lambda\theta_R$ cancel. Consider $\frac12\frac{d}{dt}\sum_i v_i^2=\sum_i v_i\,dv_i/dt$. A bond contributes $-\frac{\gamma}{2}(v_i-v_{i+1})$ to $dv_i/dt$ and the opposite to $dv_{i+1}/dt$. Multiplying by $v_i$ and $v_{i+1}$ and adding gives $-\frac{\gamma}{2}(v_i-v_{i+1})^2$. With the contacts,

$$\frac12\frac{d}{dt}\sum_i v_i^2=-\frac{\gamma}{2}\sum_{i=1}^{N-1}(v_i-v_{i+1})^2-\lambda\left(v_1^2+v_N^2\right).$$

The right side vanishes only if all $v_i$ are equal and the end values are zero, that is, if $v=0$. The matrix of the system is symmetric, so its eigenvalues are real, and they are all negative. There is one steady solution, and every other solution approaches it exponentially.

**A case with explicit rates.** For $\lambda=\gamma/2$ the left-end equation for $v$ becomes $dv_1/dt=\frac{\gamma}{2}(0-2v_1+v_2)$. This is the interior equation with $v_0=0$. The right end likewise gives $v_{N+1}=0$. The modes are $v_i=\sin(i\varphi_k)$ with $\varphi_k=k\pi/(N+1)$ and $k=1,\dots,N$. Because $\sin((i+1)\varphi)+\sin((i-1)\varphi)=2\cos\varphi\,\sin(i\varphi)$, mode $k$ decays at the rate $\gamma(1-\cos\varphi_k)$. The slowest is $k=1$. For a long chain its rate is approximately $\gamma\pi^2/[2(N+1)^2]$, so the relaxation time grows as the square of the length, as in diffusion.

## The steady profile and current

In the steady state no site gains energy on average, so one current $J$ passes through every link. Equations (2), (4) and (5) then give

$$\theta_L-e_1=\frac{J}{\lambda},\qquad e_i-e_{i+1}=\frac{2J}{\gamma},\qquad e_N-\theta_R=\frac{J}{\lambda}.$$

The middle relation has the same right side on each of the $N-1$ bonds, so the profile is a straight line. Adding all the differences,

$$\theta_L-\theta_R=\frac{2J}{\lambda}+\frac{2J(N-1)}{\gamma}=\frac{2J}{\gamma}\left(N-1+\frac{\gamma}{\lambda}\right),$$

and therefore

$$J=\frac{\gamma(\theta_L-\theta_R)}{2\,(N-1+\gamma/\lambda)},\qquad e_i=\theta_L-\frac{J}{\lambda}-\frac{2J(i-1)}{\gamma}. \tag{6}$$

The end sites do not take the bath values. At each contact there is a drop $J/\lambda$.

**Three limits.**

- For $N=1$ there is no bond, and (6) gives $J=\lambda(\theta_L-\theta_R)/2$. This is right: a single site with two equal contacts settles at the midpoint of the bath values.
- For $\lambda\to\infty$ the drops vanish and $J=\gamma(\theta_L-\theta_R)/[2(N-1)]$.
- For $\lambda\to0$ the current tends to $\lambda(\theta_L-\theta_R)/2$. The whole chain sits at the midpoint, and the contacts take the entire difference.

## Fourier's law

Put site $i$ at $z_i=ia$ and define the local temperature out of equilibrium by $\theta_i=e_i$. The bond current (2) becomes

$$J=-K_\theta\,\frac{\theta_{i+1}-\theta_i}{a},\qquad K_\theta=\frac{\gamma a}{2}. \tag{7}$$

This is Fourier's law on the lattice, with a coefficient independent of $N$, of temperature and of the imposed difference. Per kelvin, the coefficient is $K=k_BK_\theta$. It belongs to a single chain; a bulk conductivity would follow on dividing by the cross-section assigned to each chain.

For slow variation in space, $e_{i-1}-2e_i+e_{i+1}\approx a^2\,\partial^2e/\partial z^2$, and (3) becomes a diffusion equation with

$$D=\frac{\gamma a^2}{2}.$$

**Check on a pulse.** In an infinite chain with finite total energy $E$, initially all at $z=0$, shifting the summation index gives

$$\frac{d}{dt}\sum_i z_i^2e_i=\frac{\gamma}{2}\sum_i e_i\left[(z_i+a)^2+(z_i-a)^2-2z_i^2\right]=\gamma a^2E.$$

The variance of the pulse is thus $\gamma a^2t=2Dt$, even at early times when the continuum approximation is poor.

**Long and short chains.** Someone who knows only the bath temperatures and the length $(N-1)a$ would infer the apparent coefficient

$$K_{\rm app}=\frac{J(N-1)a}{\theta_L-\theta_R}=K_\theta\,\frac{N-1}{N-1+\gamma/\lambda}. \tag{8}$$

It rises with length towards $K_\theta$. The rise comes from the contacts, since (7) holds on every bond at any $N$. In superdiffusive conduction, by contrast, the conductivity keeps growing with length.

## A nine-site chain in numbers

The parameters are round model values and represent no particular material: $N=9$, $a=3.0$ Å, $\gamma=1.00$ /ps, $\lambda=0.50$ /ps, $\theta_L=0.030$ eV and $\theta_R=0.020$ eV. Then $N-1+\gamma/\lambda=8+2=10$, and

$$J=\frac{1.00\times0.010}{2\times10}=5.0\times10^{-4}\ \text{eV/ps},$$

or 80.1 pW. Each contact drop is $J/\lambda=0.0010$ eV and each site step is $2J/\gamma=0.0010$ eV. The profile runs from 0.029 eV at site 1 to 0.021 eV at site 9. Two drops and eight steps add up to the imposed 0.010 eV.

The coefficients are $K_\theta=1.00\times3.0/2=1.5$ Å/ps, or $K=2.07\times10^{-21}$ W m/K, and $D=1.00\times3.0^2/2=4.5$ Å$^2$/ps. Here $\lambda=\gamma/2$, so the slowest relaxation time is $1/[\gamma(1-\cos(\pi/10))]=20.4$ ps.

With $\gamma$, $\lambda$ and $a$ held fixed, the apparent coefficient (8) is 1.200 Å/ps for 9 sites, 1.470 for 99 and 1.497 for 999. The shortfall relative to $K_\theta$ is 20%, 2% and 0.2%.

The random process was also simulated directly from the sharing and replacement rules, without using the mean equations. There were 5000 independent chains, each sampled for 500 ps after relaxation. The largest standard error of a site mean was 0.00005 eV, one twentieth of a site step, and all nine means agreed with (6) within the 4.5 standard errors allowed. At the middle site, for example, the sampled mean was 0.02503 eV against 0.02500 eV. A straight line pinned to the bath values at sites 1 and 9 misses the data by 41 standard errors at its worst site, so the contact drops are clearly resolved.

The simulated current was $(5.10\pm0.05)\times10^{-4}$ eV/ps. It lies 2% above the formula, or 1.9 standard errors. This is within the allowed 4.5 standard errors, but the current is tested less sharply than the profile.

A second simulation tested closure far from the steady state. It started with 0.10 eV on site 5 and nothing elsewhere, with the same baths. After 3.0 ps, equations (3) to (5) predict 0.02466 eV at site 5 and 0.02029 eV at site 6. The sampled values were $0.02472\pm0.00006$ and $0.02039\pm0.00005$ eV, which differ from the predictions by about one and two standard errors, within the 4.5 allowed. The initial state was sharp, so the agreement does not rest on an exponential initial distribution; the baths still supply exponential draws.

## What the straight line does not say

The profile is a property of averages. The energy of the middle site fluctuates with a standard deviation of 0.0251 eV, about 25 times the mean step between neighbours. A single snapshot of this nine-site chain does not show the gradient. In a much longer chain between the same baths, a line fitted to one snapshot can show it, because the fit averages over many sites. The gain is slow. The ratio of the mean slope to the scatter of the fitted slope grows only as $\sqrt N$: it is about 0.3 for 9 sites, 1.1 for 99 and 2.3 for 399, so several hundred sites are needed.

Nor is the driven state a product of exponentials with the local means. Suppose it were, and let $\delta=e_i-e_{i+1}$ be the constant step. For uniform $p$, $\langle p^2\rangle=1/3$, so a ring with a neighbour of mean $e'$ changes $\langle x_i^2\rangle$ from $2e_i^2$ to

$$\frac{\langle s^2\rangle}{3}=\frac{2e_i^2+2e'^2+2e_ie'}{3}.$$

With $e'=e_i\mp\delta$ the change is $(\mp6e_i\delta+2\delta^2)/3$. Adding the two bonds of an interior site gives

$$\frac{d\langle x_i^2\rangle}{dt}=\frac{4\gamma\delta^2}{3},$$

which is not zero. The product state is therefore not stationary when heat flows. The departure is driven at second order in the step, but it accumulates along the chain: for $\lambda=\gamma/2$ the steady variance of the middle site exceeds $e_i^2$ by about $5.6\,\delta^2$ for 9 sites and $50\,\delta^2$ for 99. It does not affect the means, because their equations never refer to second moments.

The derivation rests on a ringing rate independent of energy, a sharing fraction independent of energy with mean $1/2$, and energy as the quantity exchanged. The model has no momentum and no waves that carry energy over many sites between exchanges. Its length-independent conductivity is a result about this stochastic chain, and the derivation does not cover chains in which momentum is conserved. The full set of computed values is in the numerical output below.

## Calculated quantities

```
sites N                          9
spacing a                        3.0 angstrom
bond rate gamma                  1.00 /ps
contact rate lambda              0.50 /ps
left bath k_B T                  0.030 eV
right bath k_B T                 0.020 eV
current J, formula               5.000e-04 eV/ps
current J, formula               80.1 pW
current J, simulated             5.099e-04 eV/ps
  its standard error             5.1e-06 eV/ps
contact drop at each end         0.0010 eV
energy step per site             0.0010 eV
site: mean energy formula, simulated, std. error (eV)
  1: 0.02900  0.02897  0.00003
  2: 0.02800  0.02800  0.00004
  3: 0.02700  0.02703  0.00005
  4: 0.02600  0.02599  0.00005
  5: 0.02500  0.02503  0.00005
  6: 0.02400  0.02399  0.00005
  7: 0.02300  0.02300  0.00004
  8: 0.02200  0.02201  0.00004
  9: 0.02100  0.02101  0.00002
bath-pinned profile misses by    41 std. errors
spread of middle-site energy     0.0251 eV
simulated replicas               5000
sampling time per replica        500 ps
slowest relaxation time          20.4 ps
pulse energy on middle site      0.10 eV
pulse observation time           3.0 ps
pulse, site: closed equations, simulated, std. error (eV)
  5: 0.02466  0.02472  0.00006
  6: 0.02029  0.02039  0.00005
  9: 0.01272  0.01276  0.00004
transform before sharing         0.16667
transform after, uniform p       0.16667
transform after, density 6p(1-p) 0.16395
pair mean energy in drift test   0.025 eV
drift, rate ~ s, sharp ensemble  -0.00000 eV/ps
drift, rate ~ s, broad ensemble  -0.00625 eV/ps
diffusivity D, formula           4.500 angstrom^2/ps
diffusivity D, pulse spreading   4.500 angstrom^2/ps
conductivity K_theta             1.500 angstrom/ps
conductivity K = k_B K_theta     2.071e-21 W m/K
apparent K_theta, N = 9          1.200 angstrom/ps
apparent K_theta, N = 99         1.470 angstrom/ps
apparent K_theta, N = 999        1.497 angstrom/ps
```
